# Hydrogen coverage on a metal slab: free energies and convergence

A mirror for extreme ultraviolet light may carry a ruthenium cap and stand in hydrogen at low pressure. Hydrogen molecules can split on the cap and leave atoms in its hollow sites. How full are those sites at a given temperature and pressure? Binding favours the surface and entropy favours the gas. Vibrations enter on both sides, and the binding energy can depend on coverage. A slab calculation adds a numerical question: how much of the answer belongs to the metal, and how much to the finite slab and electron-momentum grid?

The method below applies to Ru(0001). The numbers are for a one-orbital model metal with the same hexagonal close-packed stacking; they are not ruthenium data. In the model, thickness errors can be measured against a semi-infinite metal. The gas is a computed H$_2$ molecule.

## One hydrogen atom by hand

Algebra is in atomic units, with $k_B=1$; numerical energies are in eV. Energies are counted from the Fermi level. A hydrogen orbital at $\epsilon_a=-2$ sits above three metal orbitals at $\epsilon_m=1$, coupled to each by $V=1.2$. Ignore hopping between metal atoms for now. The orbital couples to the sum

$$|s\rangle=(|1\rangle+|2\rangle+|3\rangle)/\sqrt3,\qquad \langle a|H|s\rangle=3V/\sqrt3=\sqrt3V .$$

The two combinations orthogonal to $|s\rangle$ decouple. The remaining levels satisfy

$$(\epsilon-\epsilon_m)(\epsilon-\epsilon_a)-3V^2=0,$$

$$\epsilon_\pm=\frac{\epsilon_m+\epsilon_a}{2}\pm\sqrt{\left(\frac{\epsilon_m-\epsilon_a}{2}\right)^2+3V^2}
=-0.5\pm\sqrt{2.25+4.32}.$$

Thus $\epsilon_-=-3.06$ and $\epsilon_+=2.06$. Two electrons fill the lower level, giving $-6.13$. Without coupling they would give $2\epsilon_a=-4$, so hybridization gains 2.13 eV.

Hydrogen brings one electron but its orbital may hold more. The metal supplies the difference at its Fermi level, here zero, so the right energy is the grand potential. A level of one spin is empty or filled, with partition sum $1+e^{-\epsilon/\sigma}$, where $\sigma$ is the electronic smearing. For both spins,

$$\Omega=-2\sigma\sum_i\ln(1+e^{-\epsilon_i/\sigma}).$$

As $\sigma\to0$ this becomes twice the sum of the negative levels, as used above.

## Adding metal layers

For one layer, with $v^2=3V^2$, the determinant factors as

$$(z-\epsilon_m)(z-\epsilon_a)-v^2=(z-\epsilon_m)\,[z-\epsilon_a-v^2g_1],\quad g_1=\frac1{z-\epsilon_m}.$$

The metal acts on hydrogen through $g_1$. Attach a second layer by hopping $s$. Its amplitude is $g_1s$ times that of the first layer, and substitution adds $s^2g_1$ to the first layer's energy. Repeating this, with $Z=z-\epsilon_m$,

$$g_{N+1}=\frac1{Z-s^2g_N}.$$

For a semi-infinite metal another layer changes nothing, so $s^2g^2-Zg+1=0$. The root that behaves as $1/Z$ at large $Z$ is

$$g_\infty=\frac{Z-\sqrt{Z^2-4s^2}}{2s^2}
=\frac{2}{Z+\sqrt{Z-2s}\sqrt{Z+2s}} .$$

The last form, with principal roots in the upper half-plane, selects this branch and is safe at $s=0$.

Put $\lambda=sg_\infty$, so that $Z=s(\lambda+1/\lambda)$. The finite slab has

$$g_N=\frac{\lambda}{s}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}} .$$

For $N=1$ this is $\lambda/[s(1+\lambda^2)]=1/Z$. Inserting it in the recursion gives

$$\frac1{g_{N+1}}=s\,\frac{(\lambda+1/\lambda)(1-\lambda^{2N+2})-\lambda+\lambda^{2N+1}}{1-\lambda^{2N+2}}
=\frac s\lambda\,\frac{1-\lambda^{2N+4}}{1-\lambda^{2N+2}},$$

which is the same formula for $N+1$. The thickness error therefore starts as $\lambda^{2N}$: an electron wave goes to the back face and returns. Off the real axis $|\lambda|<1$, so it decays; $\lambda$ is complex, so it can also change sign.

## From levels to a determinant

The grand potential follows from $g$ without finding levels. Use $1+e^{-x}=2e^{-x/2}\cosh(x/2)$ and the product for the hyperbolic cosine:

$$1+e^{-\epsilon/\sigma}=2e^{-\epsilon/2\sigma}\prod_{j\ge0}\left(1+\frac{\epsilon^2}{\omega_j^2}\right),\quad \omega_j=(2j+1)\pi\sigma .$$

Since $\epsilon^2+\omega_j^2=|i\omega_j-\epsilon|^2$, a level contributes

$$\epsilon-2\sigma\ln2-4\sigma\sum_{j\ge0}\ln\frac{|i\omega_j-\epsilon|}{\omega_j}.$$

Subtract the clean metal and the $n$ uncoupled hydrogen orbitals from the coupled system. The sum of levels is a trace, unchanged by off-diagonal coupling, and the number of levels is unchanged too. Only the determinants remain:

$$\Delta\Omega=n\Omega_a-4\sigma\sum_{j\ge0}\ln\left|\det\left[1-\frac{\Sigma(i\omega_j)}{i\omega_j-\epsilon_a}\right]\right| .$$

Here $\Omega_a=-2\sigma\ln(1+e^{-\epsilon_a/\sigma})$, and $\Sigma=v^2g$ in the hand example. For a surface the logarithm is averaged over electron momentum.

## The hexagonal surface

Let $\kappa_1,\kappa_2$ be the phases gained along the two surface lattice vectors, and $f=1+e^{i\kappa_1}+e^{i\kappa_2}$. Multiplication gives

$$|f|^2=3+2[\cos\kappa_1+\cos\kappa_2+\cos(\kappa_1-\kappa_2)].$$

With hopping $-t$ to six neighbours in the layer, the layer energy is $\epsilon_m-t(|f|^2-3)$. Each atom has three neighbours in an adjacent layer, so the interlayer hopping is $-tf$ or its conjugate. Its phase can be absorbed into the layer orbitals, leaving a chain with $s=t|f|$. The model therefore cannot distinguish hexagonal from cubic close-packed stacking, or a layer of hydrogen in one kind of hollow from the same layer in the other; a real metal can. The previous formulas hold with $Z=z-\epsilon_m+t(|f|^2-3)$.

Coverages of 1/4, 1/2, 3/4 and 1 fit in a $2\times2$ cell. Its Bloch states combine four primitive momenta $q$, obtained by adding 0 or $\pi$ to each phase. A hydrogen site has amplitude $1/2$ on each, up to phase, so

$$\Sigma_{ab}=\frac14\sum_q V^2|f(q)|^2g_q\,e^{iq\cdot(R_a-R_b)} .$$

Off-diagonal terms carry the interaction between hydrogen atoms through the metal. The model has no direct H–H term. Slab diagonalization and this determinant, with the finite recursion for $g$, agree to about $10^{-7}$ eV at all four coverages.

## Testing thickness and momentum sampling

The working slab has eight layers, $t=0.8$ eV and $\sigma=0.2$ eV, with a $6\times6$ grid on the $2\times2$ cell. At coverage 1/4 and fixed atomic positions, the errors of $\Delta\Omega$ relative to the semi-infinite metal on the same grid are

| Layers | Error (eV) |
|---|---:|
| 2 | −0.025 |
| 3 | −0.030 |
| 4 | −0.0004 |
| 6 | −0.0005 |
| 8 | +0.004 |
| 12 | −0.003 |

Four and six layers agree closely, yet eight layers differ from them by more than 0.004 eV. Agreement of two successive slabs is thus not proof of convergence. The spread over several thicknesses is a better error estimate.

An $m\times m$ grid on the large cell has phases $2\pi j/(2m)$. Adding 0 or $\pi$ produces all phases of a $2m\times2m$ grid on the primitive cell. These are the matching grids. For eight layers, relative to a $12\times12$ grid, the errors of $\Delta\Omega$ are 0.491, 0.018, 0.007, 0.012 and 0.003 eV for $m=1,2,3,4,6$. They too are not monotonic.

If the clean slab is instead computed with $2\times2$ points on the primitive cell, while the covered slab has $2\times2$ on the large cell, the error is 13.7 eV. The clean-slab sampling errors of all $8\times4=32$ metal atoms no longer cancel.

The grid must also respect symmetry. A threefold rotation maps the reciprocal lattice, and hence a centred uniform grid, onto itself. It changes a half-step offset in both directions into a different offset. On a $2\times2$ grid the offset gives a false lateral force of 0.038 eV/Å on an atom in a symmetric hollow; the centred grid gives zero to rounding.

Smearing has its own error. When the density of states is smooth near the Fermi level,

$$\Omega(\sigma)=\Omega_0-a\sigma^2+O(\sigma^4),\qquad S=-\frac{\partial\Omega}{\partial\sigma}=2a\sigma+O(\sigma^3).$$

Therefore $\Omega+\tfrac12\sigma S=\Omega_0+O(\sigma^4)$. For the semi-infinite metal, relative to $\sigma=0.02$ eV, this reduces the error from $-0.0039$ to $+0.0002$ eV. The correction has a price. A finite slab on a finite grid has discrete levels, and extrapolating towards zero smearing exposes them. For $\Delta\Omega+\tfrac12\sigma\Delta S$ at coverage 1/4 the thickness errors are $-0.010$, $+0.004$, $+0.010$ and $-0.009$ eV for 4, 6, 8 and 12 layers, and the error of the $6\times6$ grid is $+0.008$ eV. Convergence must be judged on the quantity that is finally used.

## Fixed Fermi level or fixed electron number

A slab calculation can instead fix the number of electrons. Let the clean slab hold $N_0$ electrons at zero Fermi level, and the covered slab $N'$. Neutrality requires $N_0+1$ for one added atom, so $\delta N=N_0+1-N'$ electrons must be added. If the total density of states $D$ is constant, the Fermi level after adding $x$ electrons is $x/D$, and

$$\Delta F-\Delta\Omega=\int_0^{\delta N}\frac{x}{D}\,dx=\frac{(\delta N)^2}{2D}.$$

Since $D$ grows with thickness, this error falls roughly as $1/N$. At $\sigma=0.2$ eV this is much slower than the decay of the reflected wave. That decay length grows as $1/\sigma$, because the lowest frequency is $\pi\sigma$, so at small smearing the wave error also persists in thick slabs. At full coverage it is 0.112, 0.063 and 0.032 eV for 8, 16 and 32 layers; the formula gives 0.104, 0.063 and 0.032. The adsorption energies here use the fixed Fermi level.

This law belongs to a model without screening. A self-consistent calculation includes the electrostatic cost of moving charge into the metal, so its thickness dependence must be tested separately.

## Energies and relaxed positions

In density-functional work the electronic adsorption energy per atom is

$$E_{\rm ads}=\frac{E_{\rm slab+nH}-E_{\rm slab}-\frac n2E_{\rm H_2}}{n}.$$

In the model it becomes

$$nE_{\rm ads}=\Delta\Omega+\tfrac12\sigma\Delta S+\sum_{\rm bonds}Ce^{-\beta(r-r_0)}+nc .$$

The constant $c$ stands for the H$_2$ reference and electron-repulsion terms missing from the level sum, and is assumed independent of coverage. It is set to 3.93 eV by choosing $E_{\rm ads}(1/4)=-0.60$ eV. That value is an input; the change with coverage is a result of the model.

Let the hopping decay as $V(r)=V_0e^{-\alpha(r-r_0)}$. A small change of the Hamiltonian shifts a level by its expectation value, and $\partial\Omega/\partial\epsilon_i=2f_i$, with $f_i$ the Fermi occupation. Hence $d\Omega=2\,{\rm Tr}(P\,dH)$, where $P$ is the density matrix per spin. The coupling occurs twice, as $Ve^{i\phi}$ and its conjugate, so

$$\frac{\partial\Omega}{\partial V}=4\,{\rm Re}(e^{i\phi}P_{sa}),\qquad \frac{\partial V}{\partial\mathbf r}=-\alpha V\frac{\mathbf r}{r}.$$

Momentum weights are understood. Finite differences confirm these forces. The strength $C$ follows from vertical balance at coverage 1/4, at the chosen height $z_0=0.90$ Å:

$$3\beta C\frac{z_0}{r_0}=\frac{\partial\Delta\Omega}{\partial z}.$$

This gives $C=0.236$ eV. Hydrogen atoms then relax at every coverage, with the metal fixed:

| Coverage | $E_{\rm ads}$ (eV/H) | Zero-point energy (eV/H) |
|---|---:|---:|
| 1/4 | −0.600 | 0.103 |
| 1/2 | −0.651 | 0.112 |
| 3/4 | −0.698 | 0.117 |
| 1 | −0.730 | 0.118 |

The average hides the cost of the next atom. Going from three atoms to four changes the energy by $4(-0.7302)-3(-0.6976)=-0.828$ eV. The net interaction between the model atoms is attractive at these coverages. Nearly all of this is present before relaxation. At fixed positions $\Delta\Omega$ per atom changes by $-0.116$ eV from coverage 1/4 to 1, the smearing term brings this to $-0.127$ eV, and relaxation adds only $-0.003$ eV. The semi-infinite metal on a $12\times12$ grid gives $-0.114$ eV for $\Delta\Omega$ and $-0.122$ eV with the smearing term. The difference of 0.005 eV in the latter estimates the combined slab and grid error in the unrelaxed shift of $E_{\rm ads}$. It does not measure the error of the model, whose missing direct H–H repulsion could change the trend. On real Ru(0001), desorption measurements show binding that weakens at high coverage, opposite to the model.

## Vibrations

Near equilibrium the energy is $\tfrac12u^{T}Ku$, with $K$ the matrix of second derivatives. The equation $m\ddot u=-Ku$ gives $m\omega_\lambda^2=k_\lambda$ for each eigenvalue $k_\lambda$. A negative eigenvalue would mean an unstable geometry; none occurs here. An oscillator has levels $(v+\tfrac12)\omega$, whose geometric sum yields

$$F_{\rm vib}=\sum_\lambda\left[\frac{\omega_\lambda}{2}+T\ln(1-e^{-\omega_\lambda/T})\right].$$

At coverage 1/4 the quanta are 0.0655, 0.0698 and 0.0698 eV. Threefold symmetry makes the lateral pair equal. Half the sum of all three is 0.103 eV. The model energy depends only on distances to the top metal layer, so each hollow also has a mirror-image minimum below that layer. Only the outer minimum is counted here; in a real metal the second layer removes this symmetry. The model well is also shallow. The barrier to the mirror minimum is about 0.19 eV, and the depth relative to a distant atom is 0.54 eV, against nearly 3 eV on a real metal. At 700 K anharmonicity lowers the free energy by some 0.005 to 0.01 eV per direction, so the harmonic formula is only approximate there.

Treating each coordinate alone overestimates the harmonic zero-point energy, or leaves it unchanged. With normalized eigenvectors $U$, $K_{ii}=\sum_\lambda|U_{i\lambda}|^2k_\lambda$. The square root is concave, so $\sqrt{K_{ii}}\ge\sum_\lambda|U_{i\lambda}|^2\sqrt{k_\lambda}$; summing over $i$ proves the claim. At full coverage the two values are 0.1186 and 0.1184 eV per atom, so coupling within the cell hardly changes the zero-point energy. Modes with wavelengths that do not fit the cell are not sampled.

## Hydrogen gas

For $N$ independent molecules $Z=q^N/N!$. With Stirling's formula $F=-T(N\ln q-N\ln N+N)$, and differentiation gives $\mu=-T\ln(q/N)$. The translational part of $q$ is $\mathcal V(MT/2\pi)^{3/2}$, where $\mathcal V$ is the volume, and the ideal-gas law gives $\mathcal V/N=T/p$. Thus

$$\mu_{\rm H_2}=-T\ln\left[\frac Tp\left(\frac{MT}{2\pi}\right)^{3/2}q_{\rm rot}\right]+F_{\rm vib,H_2},$$

$$q_{\rm rot}=\frac14\sum_J g_J(2J+1)e^{-BJ(J+1)/T},$$

with $g_J=1$ for even and 3 for odd $J$. The divisor 4 removes the nuclear-spin factor of two protons. Each adsorbed atom loses its factor 2 in the same convention, so the reaction is balanced. Equilibrium between the two spin forms is assumed.

At the CCSD/cc-pVTZ level, which for two electrons is full configuration interaction in that basis, the bond length is 0.743 Å and the harmonic zero-point energy 0.273 eV. Basis-set error and anharmonicity remain. At 300 K and 10 Pa, $\mu_{\rm H_2}=-0.283$ eV from the minimum of the molecular curve. The entropy term $TS/2$ is 0.322 eV per atom, more than half the chosen binding energy.

## Coverage of a cell

Moving $n$ atoms from gas to surface changes the free energy by

$$G_n=nE_{\rm ads}+F_{{\rm vib},n}-\frac n2\mu_{\rm H_2}.$$

Start with a cell of two sites. Let $G_1=g$, $G_2=2g+w$, $x=e^{-g/T}$ and $y=e^{-w/T}$. One atom has two places to sit, so

$$\theta=\frac12\,\frac{1\cdot2x+2\cdot x^2y}{1+2x+x^2y}=\frac{x+x^2y}{1+2x+x^2y}.$$

Without interaction $y=1$, and $\theta=x(1+x)/(1+x)^2=x/(1+x)$, the Langmuir law. Half coverage, $\theta=1/2$, requires $x^2y=1$. The empty and full cells then have weight 1 each, and the half-filled cell has weight $2x=2/\sqrt y$. Strong attraction makes $y$ large, so at this average coverage half-filled cells are rare.

For the $2\times2$ cell, only the four hollows of one kind are counted. This is an added restriction: without direct H–H repulsion, the model would also bind atoms in the other kind of hollow when these four are full. Four sites have multiplicities $g_n=1,4,6,4,1$ for $n=0,\ldots,4$. The six pairs are equivalent by translation and threefold rotation. Then

$$\theta=\frac{\sum_n(n/4)g_ne^{-G_n/T}}{\sum_ng_ne^{-G_n/T}},\qquad G_0=0 .$$

For the full cell at 300 K, the electronic and gas terms give $4(-0.7302)+2(0.2827)=-2.355$ eV. Vibrations add 0.458 eV, so $G_4=-1.898$ eV. The others are $G_1=-0.362$, $G_2=-0.804$ and $G_3=-1.330$ eV. The line joining bare and full cells passes through $-0.474$, $-0.949$ and $-1.423$ eV at $n=1,2,3$. All three partial patterns lie above it, so among these patterns a mixture of bare and full regions has lower free energy at fixed average coverage.

At 10 Pa the computed coverage is

| Temperature (K) | Full result | Without zero-point energy |
|---|---:|---:|
| 300 | 1.00 | 1.00 |
| 500 | 1.00 | 1.00 |
| 600 | 0.993 | 0.991 |
| 700 | 0.91 | 0.87 |

Zero-point energy raises the coverage here. An atom in the full layer has 0.118 eV, against $0.273/2=0.137$ eV in the molecule, so adsorption releases 0.018 eV. Surface vibrations stiff enough to exceed 0.137 eV per atom reverse the sign. Hydrogen on real Ru(0001) is such a case: its measured quanta, roughly 0.09 eV lateral and 0.14 eV vertical, give more than 0.15 eV, so there zero-point energy lowers the coverage.

The 700 K result is sensitive. There $T=0.060$ eV, and an error of 0.01 eV per atom changes the weight of a full cell relative to an empty one by $e^{0.04/0.060}\approx1.9$. At 300 K the layer is so strongly favoured that the same error hardly matters.

The sum treats cells as independent, although each energy was computed with identical neighbouring cells. A finite sum of positive exponentials varies smoothly with temperature and cannot show a sharp phase transition. With attraction, a large surface may have one; larger cells or a lattice simulation with fitted interactions would be needed.

## The procedure for ruthenium

1. Fix the density functional and bulk lattice constant. Build Ru(0001) slabs with enough vacuum, and correct for the dipole if hydrogen covers one face.
2. For each coverage, compare hollow sites and arrangements, relax the atoms, and use a clean slab with matching thickness, smearing and grid.
3. Vary thickness over several values at fixed grid, then the centred grid at fixed thickness. Judge $E_{\rm ads}$ and its differences between coverages by the spread.
4. Compute the vibrations and reject geometries with unstable modes. Add $F_{\rm vib}$ and subtract $\frac n2\mu_{\rm H_2}$, with one energy zero for the molecule throughout.
5. Sum over arrangements with their multiplicities, enlarge the cell, and carry the energy errors through to the coverage.

The result describes equilibrium with molecular hydrogen. If radiation or a plasma supplies atomic hydrogen, $\frac12\mu_{\rm H_2}$ no longer fixes the coverage, and rates of arrival, recombination and desorption are needed. The numerical output below gives the remaining digits.

## Table of computed values

```
Model: a = 2.70 A, H-metal distance = 1.80 A, height = 0.900 A
t = 0.80, metal level = 1.00, H level = -2.00, V0 = 1.20 eV
alpha = 1.00, beta = 3.50 1/A; smearing = 0.20 eV
Production slab: 8 layers, 6x6 grid on 2x2 cell
Largest slab/determinant difference: 1.4e-07 eV
Thickness error, theta=1/4,  2 layers: -0.02522 eV
Thickness error, theta=1/4,  3 layers: -0.02986 eV
Thickness error, theta=1/4,  4 layers: -0.00041 eV
Thickness error, theta=1/4,  6 layers: -0.00045 eV
Thickness error, theta=1/4,  8 layers: +0.00416 eV
Thickness error, theta=1/4, 12 layers: -0.00319 eV
Grid error, theta=1/4, 1x1 (against 12x12): +0.49142 eV
Grid error, theta=1/4, 2x2 (against 12x12): +0.01789 eV
Grid error, theta=1/4, 3x3 (against 12x12): +0.00685 eV
Grid error, theta=1/4, 4x4 (against 12x12): +0.01156 eV
Grid error, theta=1/4, 6x6 (against 12x12): +0.00319 eV
2x2 grid error with unmatched clean slab: +13.6977 eV
False lateral force, 2x2 grid: centred 7.0e-16, shifted 0.03793 eV/A
Smearing error (against 0.02 eV): raw -0.00393, corrected +0.00015 eV
Fixed-number shift, theta=1,  8 layers: 0.11158, formula 0.10446 eV
Fixed-number shift, theta=1, 16 layers: 0.06347, formula 0.06297 eV
Fixed-number shift, theta=1, 32 layers: 0.03203, formula 0.03195 eV
Repulsion per bond at reference distance: 0.2361 eV
Reference constant c: 3.9271 eV
Modes at theta=1/4: 0.0655 0.0698 0.0698 eV
theta=0.25: E_ads -0.6000, last H -0.6000, ZPE/H 0.1025 eV; z 0.9000 A
theta=0.50: E_ads -0.6514, last H -0.7028, ZPE/H 0.1124 eV; z 0.8446 A
theta=0.75: E_ads -0.6976, last H -0.7901, ZPE/H 0.1171 eV; z 0.8287 A
theta=1.00: E_ads -0.7302, last H -0.8280, ZPE/H 0.1184 eV; z 0.8354 A
ZPE/H at theta=1 without coupling: 0.1186 eV
Unrelaxed shift theta 1/4 to 1: slab -0.1161, limit -0.1140 eV
H2 CCSD/cc-pVTZ: r 0.7426 A, quantum 0.5466, ZPE 0.2733, B 0.007521 eV
Gas at 300 K, 10 Pa: mu -0.2827 eV, S 0.002147 eV/K, TS/2 0.3221 eV
G per cell at 300 K, n=1..4: -0.3618 -0.8043 -1.3299 -1.8977 eV
Coverage at 300 K, 10 Pa: 1.00000; without ZPE 1.00000
Coverage at 400 K, 10 Pa: 1.00000; without ZPE 1.00000
Coverage at 500 K, 10 Pa: 0.99978; without ZPE 0.99969
Coverage at 600 K, 10 Pa: 0.99345; without ZPE 0.99134
Coverage at 700 K, 10 Pa: 0.90719; without ZPE 0.86860
```
